# Level-set simulation of silicon trench-corner oxidation with viscous oxide flow

## What symmetry and dimensions already fix

A flat silicon wafer carries an oxide of thickness $x$ and is heated in steam. Nothing changes when the wafer is shifted parallel to its surface. The oxidant concentration therefore depends on depth alone, and the oxide can move as a uniform sheet. Suppose that growth is governed by an initial thickness $x_0$, one length $A$ and one constant $B$ with the dimension length²/time. Then

$$\frac{x}{A}=f\!\left(\frac{x_0}{A},\frac{Bt}{A^2}\right).$$

A corner of radius $R$ breaks the translation symmetry and adds the argument $R/A$, at a fixed ratio of the gas-exchange and reaction rates and a fixed volume ratio of oxide to silicon; that volume ratio does not affect the flat thickness but does affect a curved one. It also makes the oxide flow non-uniform, which brings in the viscosity $\mu$. For slow incompressible flow,

$$-\nabla p+\mu\nabla^2\mathbf u=0,\qquad \nabla\cdot\mathbf u=0 .$$

Writing $p=\mu P$ removes $\mu$ from the first equation. If velocity is prescribed on the silicon and traction vanishes at the gas surface, $\mu$ drops out of the boundary conditions too. The velocity is thus independent of $\mu$, and every stress is proportional to $\mu$. This holds as long as stress does not act back on reaction, diffusion or viscosity, and surface tension is ignored.

## One flat layer, by hand

Let $c$ be the oxidant concentration divided by its value in equilibrium with the gas. I measure flux $F$ as the oxide thickness it can produce per unit time. Diffusion is quasi-steady, so the same $F$ passes through three stages:

$$F=H(1-c_g)=\frac B2\,\frac{c_g-c_i}{x}=Kc_i .$$

Here $c_g$ and $c_i$ are the values at the gas surface and at the silicon, $H$ describes gas exchange and $K$ the reaction. Solve each equality for its concentration drop and add:

$$1=(1-c_g)+(c_g-c_i)+c_i=F\left(\frac1H+\frac{2x}{B}+\frac1K\right).$$

With $A/B=1/K+1/H$ this becomes

$$\frac{dx}{dt}=F=\frac{B}{A+2x}.$$

Multiplying by $A+2x$ and integrating from $x_0$ gives

$$x^2+Ax=x_0^2+Ax_0+Bt .$$

For $x\ll A/2$ the growth is linear, $x-x_0\simeq Bt/A$. For $x_0\gg A$ it is parabolic, $x^2-x_0^2\simeq Bt$.

One volume of silicon makes $\beta=1/0.44=2.273$ volumes of oxide, so silicon recedes at $v=F/\beta=0.44F$. Let $\mathbf n$ point from oxide into silicon. The interface moves at $v$ along $\mathbf n$ and the adjacent oxide at $\mathbf u\cdot\mathbf n$. The new oxide volume per area and time is the difference of these speeds:

$$v-\mathbf u\cdot\mathbf n=\beta v\quad\Rightarrow\quad \mathbf u\cdot\mathbf n=-(\beta-1)v .$$

The oxide moves away from the silicon. In the flat case the whole layer rises at $(\beta-1)v=0.56F$.

Now take one numerical step with $A=50$ nm, $B=12000$ nm²/min and $x_0=100$ nm:

$$F=\frac{12000}{50+200}=48\ \text{nm/min}.$$

Silicon recedes at 21.12 nm/min and the gas surface rises at 26.88 nm/min. On a grid of spacing $h=30$ nm, let the faster surface move half a cell. The step is $\Delta t=15/26.88=0.558$ min.

A trial step gives $x=100+48(0.558)=126.8$ nm, where the rate is $12000/(50+253.6)=39.5$ nm/min. Heun's rule uses the mean of the two rates, 43.8 nm/min, and yields $x=124.42$ nm. The quadratic law gives 124.40 nm. The full method repeats this step, with the two speeds taken from field solutions.

## Two level sets and a cut triangle

Let $s(\mathbf r,t)$ be the signed distance to the silicon–oxide interface, negative in silicon. Let $g(\mathbf r,t)$ be the signed distance to the gas surface, positive in gas. Oxide is the region $s>0$, $g<0$.

A point $\mathbf X(t)$ of the silicon interface moves along $-\nabla s$ at speed $v$. Differentiating $s(\mathbf X(t),t)=0$ gives

$$\partial_t s-v|\nabla s|^2=0\quad\Rightarrow\quad\partial_t s=v,$$

because $|\nabla s|=1$. The gas surface is carried by the oxide, so

$$\partial_t g=-\mathbf u\cdot\nabla g .$$

Away from the interfaces, each node takes the normal speed of the closest interface point. The extended speed is then constant along normals, $\nabla s\cdot\nabla v=0$, and

$$\partial_t|\nabla s|^2=2\nabla s\cdot\nabla v=0 .$$

A smooth front thus keeps its distance property; the same argument applies to $g$. The argument fails at points that have two equally close interface points, because the extended speed can jump there.

The grid does not follow the interfaces. Each square cell is split into two triangles, and $s$ and $g$ are linear in each. Take corners $(0,0)$, $(30,0)$, $(30,30)$ nm with level-set values $-10$, $20$, $20$ nm. The zero lies at the fraction

$$\frac{-10}{-10-20}=\frac13$$

of each edge leaving the first corner. The negative part is a similar triangle of area fraction $(1/3)^2=1/9$. Directly, its area is $10\times10/2=50$ nm² out of 450 nm². In general, if node $i$ alone has its sign, the cut-off fraction is

$$\frac{\phi_i}{\phi_i-\phi_j}\,\frac{\phi_i}{\phi_i-\phi_k}.$$

Subtracting the silicon part from the non-gas part leaves the oxide part.

## The two field problems in general

**Diffusion.** In the oxide $\nabla\cdot(\tfrac B2\nabla c)=0$. With the outward normal, $\tfrac B2\partial_n c$ is the flux entering the oxide. It equals $H(1-c)$ on the gas surface $\Gamma_g$ and $-Kc$ on the silicon interface $\Gamma_s$. Multiply by a test function $w$, integrate by parts and insert these conditions:

$$\int_{\rm ox}\frac B2\nabla c\cdot\nabla w+\int_{\Gamma_s}Kcw+\int_{\Gamma_g}Hcw=\int_{\Gamma_g}Hw .$$

Choosing $w=1$ shows that the total reaction equals the total uptake. The recession speed is $v=Kc/\beta$.

**Flow.** The stress is $\boldsymbol\sigma=-p\mathbf I+2\mu\,\mathbf e(\mathbf u)$, with $\mathbf e$ the strain rate and tension positive. On $\Gamma_s$ the velocity must equal $\mathbf u_s=-(\beta-1)v\mathbf n$, which includes no slip; on $\Gamma_g$ the traction is zero. Integrating the momentum equation by parts leaves the silicon traction as a boundary term. Two terms that vanish when $\mathbf u=\mathbf u_s$ are then added to enforce the condition (Nitsche's method):

$$\int_{\rm ox}\!\big[2\mu\,\mathbf e(\mathbf u):\mathbf e(\mathbf w)-p\nabla\!\cdot\mathbf w\big]-\int_{\Gamma_s}\!\mathbf w\cdot\boldsymbol\sigma\mathbf n$$
$$+\int_{\Gamma_s}\!2\mu\,[\mathbf e(\mathbf w)\mathbf n]\cdot(\mathbf u-\mathbf u_s)+\frac{10\mu}{h}\int_{\Gamma_s}\!(\mathbf u-\mathbf u_s)\cdot\mathbf w=0 .$$

Incompressibility is imposed by

$$\int_{\rm ox}q\nabla\!\cdot\mathbf u-\int_{\Gamma_s}q\,\mathbf n\cdot(\mathbf u-\mathbf u_s)+\frac{0.05h^2}{\mu}\int\nabla p\cdot\nabla q=0 .$$

The last term damps the pressure oscillations that linear elements for both fields would permit; it vanishes as $h\to0$.

To see why the signs suit a numerical solution, set $\mathbf u_s=0$, $\mathbf w=\mathbf u$, $q=p$ and add the equations. The pressure terms cancel, as do the two viscous boundary terms. What remains is a sum of squares equal to zero, so $\mathbf u=0$ and $p$ is constant. The first equation then reduces to $p\int_{\Gamma_g}\mathbf w\cdot\mathbf n=0$ for every $\mathbf w$, which makes $p$ zero. Without an imposed velocity only the zero solution exists, so the linear system has a unique solution.

Setting $q=1$ gives the volume balance. The divergence theorem turns the first integral into boundary fluxes, and the symmetry planes that end the domain contribute none. Hence

$$\int_{\Gamma_g}\mathbf u\cdot\mathbf n=-\int_{\Gamma_s}\mathbf u_s\cdot\mathbf n=(\beta-1)\int_{\Gamma_s}v .$$

One numerical device remains. The part of a cut triangle outside the oxide receives $10^{-3}$ of the oxide's diffusivity and viscosity, so that nodes just outside stay determined.

One time step is therefore:

1. Cut the triangles with $s$ and $g$.
2. Solve for $c$ and find $v=Kc/\beta$.
3. Solve for $\mathbf u$ and $p$ with velocity $\mathbf u_s$ on the silicon.
4. Extend both normal speeds and make a trial step of at most half a cell.
5. Repeat steps 1–3 there and advance with the mean speeds.

## Flat and circular limits

For the flat wafer, $c$ is linear and $\mathbf u$ uniform, and linear elements can represent both. After 12 min the formula requires

$$x^2+50x=10000+5000+144000=159000,$$

so $x=-25+\sqrt{625+159000}=374.53$ nm. The simulation gives 374.58 nm, a difference of 0.013 % of the formula value. The gas surface takes the fraction 0.5600 of the growth, as $1-1/\beta$ demands.

A flat layer does not test curvature. Consider silicon of radius $a$ and a gas surface of radius $b$: a pillar if $b>a$, a hole if $b<a$. Radial diffusion conserves $Q$, the flux times the radius. The drops $Q/(Ka)$ at the silicon, $Q/(Hb)$ at the gas and $(2Q/B)|\ln(b/a)|$ in the oxide add to one:

$$Q=\left[\frac1{Ka}+\frac1{Hb}+\frac2B\left|\ln\frac ba\right|\right]^{-1},\qquad v=\frac{Q}{\beta a}.$$

Incompressible radial flow falls as $1/r$. With upper signs for the pillar,

$$\dot a=\mp v,\qquad \dot b=\pm(\beta-1)v\,\frac ab .$$

Starting from $a=600$ nm and 100 nm of oxide, integration over 12 min gives 372.0 nm of oxide on the pillar. The two-dimensional simulation gives 372.4 nm along an axis and 372.0 nm along the diagonal. For the hole the values are 393.5, 393.4 and 393.9 nm.

The radial case also fixes the stress. For a pillar, $u_r=Ua/r$ with $U=(\beta-1)v$. This is the gradient of $Ua\ln r$, a harmonic function, so $\nabla^2\mathbf u=0$ and $p$ is constant. The normal stress is

$$\sigma_{rr}=-p+2\mu\frac{du_r}{dr}=-p-\frac{2\mu Ua}{r^2}.$$

It vanishes at $r=b$, which gives

$$p=-\frac{2\mu Ua}{b^2},\qquad \sigma_{rr}(a)=-\frac{2\mu U}{a}\left(1-\frac{a^2}{b^2}\right).$$

The silicon is pressed although the mean stress in the oxide is tensile, because the oxide is stretched around the pillar. The maximum shear stress at the interface is $2\mu U/a$. For a hole $u_r$ changes sign, so $p$ is positive, and $\sigma_{rr}(a)=2\mu U(1/a-a/b^2)$ is again compressive since $b<a$. For a fixed ring with $a=600$ nm and $b=850$ nm, the simulated pressure, shear and normal stress averaged over the interface differ from these formulas by 1.8, 1.8 and 2.5 % of the formula values.

Thin oxide shows what curvature does. Let $w=|b-a|\ll a$ and let diffusion limit the growth. For the pillar $a\ln(1+w/a)\simeq w-w^2/2a$, so

$$\beta v\simeq\frac{B}{2w}\left(1+\frac{w}{2a}\right).$$

Diffusion converges on the pillar and speeds up recession. But the oxide spreads over a longer perimeter, $a/b\simeq1-w/a$, so

$$\dot w=v+(\beta-1)v\frac ab\simeq\beta v\left[1-0.56\frac wa\right]\simeq\frac B{2w}\left[1-0.06\frac wa\right].$$

The two effects almost cancel in the thickness. The small remainder has a definite sign only for thin oxide: for the pillar the unexpanded factor $[x/\ln(1+x)]\,[0.44+0.56/(1+x)]$, with $x=w/a$, rises above one at $x\approx0.44$. For a hole both signs reverse. Curvature thus appears mainly in the silicon shape, to first order in $w/a$.

## The trench corners

Two right-angled corners start with silicon radius $R=400$ nm and 100 nm of oxide: a convex one, as at the rim of a trench, and a concave one, as at its foot. Both are oxidised for 12 min at 1200 °C. Each flat arm ends on a symmetry plane 740 nm beyond the arc. Values marked "arm" are taken at that plane, and corner values along the diagonal.

| Quantity (nm) | Convex | Concave |
|---|---:|---:|
| Recession, arm | 121.4 | 119.9 |
| Recession, corner | 153.9 | 90.4 |
| Oxide, arm | 370.3 | 381.5 |
| Oxide, corner | 383.7 | 369.9 |

The convex corner recedes 27 % more than its arm and the concave corner 25 % less, in the sense given by converging and spreading diffusion. The oxide thickness differs from the arm by only 3–4 %, and from the infinite flat wafer by $+2.5$ and $-1.2$ %: thicker at the convex corner, thinner at the concave one. The thin-oxide expansion does not apply at these $w/a$. The radial equations with $a=400$ nm give 374.6 nm for a pillar and 442.7 nm for a hole, so the convex corner carries more oxide than a full pillar and the concave corner much less than a full hole.

Flow along the arms explains the difference. Without it, an arm would carry $x_0+\beta\times$ recession. For the convex case this is $100+2.273(121.4)=375.9$ nm, against 370.3 nm found, so oxide has left the end of the arm towards the corner. For the concave case it is 372.5 nm, against 381.5 nm, so oxide has arrived there.

The concave corner could not keep its oxide. If its arc were sealed and receded uniformly from 400 to 490.4 nm, volume balance would require

$$b^2=300^2-1.273\,(490.4^2-400^2)\simeq-12000\ \text{nm}^2 .$$

At this recession the new oxide would overfill the space; a truly sealed hole of this radius slows down instead, recedes only 79 nm in 12 min and is then almost closed. The arms relieve the corner, which a circular hole cannot do.

Changing the grid spacing from 37.5 to 30 nm alters corner recession and thickness by at most 0.04 %. Oxide gain divided by $\beta$ times silicon loss is 1.0003 and 1.0005. The finite arm length shows mainly in the arm values: the arm thicknesses differ from the infinite flat wafer by $-1.1$ and $+1.9$ %, while tripling the arm changes the corner values by about 0.2 % at most.

## Stress, and where the model stops

The initial stress can be estimated by hand for $\mu=3\times10^{10}$ Pa s. Treat the convex corner as a pillar with $a=400$ nm and $b=500$ nm. With $K=242.4$ nm/min and $H=24000$ nm/min, $Q/a=52.5$ nm/min and $U=0.56(52.5)=29.4$ nm/min. Then

$$\frac{2\mu U}{a}=\frac{2(3\times10^{10})(29.4/60)}{400}\ \text{Pa}\simeq73.5\ \text{MPa}.$$

The formulas give a pressure of $-0.64(73.5)\simeq-47$ MPa and a normal stress of $-0.36(73.5)\simeq-26$ MPa. The simulation, averaged over the interface near the diagonal, gives 75, $-46$ and $-28$ MPa. At the concave corner the initial pressure is $+96$ MPa, falling to $+23$ MPa at the end. These stresses carry discretisation errors of about 2–3 %, as in the ring test; the final stresses at the convex corner are uncertain by 10–20 %.

These stresses show what feedback would do. Let the reaction rate vary as $\exp(\sigma_{nn}V_r/k_BT)$ and the diffusivity as $\exp(-pV_d/k_BT)$, with rough activation volumes $V_r=0.0125$ nm³ and $V_d=0.075$ nm³. Near the diagonal the reaction changes by about 2 % at most in the four states examined, the start and end of each corner. Diffusion is more sensitive: at the concave corner its exponent is $-0.353$ at the start and $-0.084$ at the end.

To convert this to growth, hold the pressure fixed and apply it to the whole flat-layer diffusion resistance. That resistance is initially $200/250=0.8$ of the total, so the flux is multiplied by $1/(0.2+0.8e^{0.353})=0.75$. At the end the same estimate gives 0.92. The concave recession of 90 nm is therefore probably too large: the estimate lowers the uncoupled rate by about 25 % at the start and 8 % at the end. Lower growth would also lower the pressure, so a coupled calculation is needed for a firm correction. At the convex corner the pressure is negative and the exponents are $+0.171$ and $+0.045$; the same estimate raises the rate by about 14 % at the start and 4 % at the end, so the recession of 154 nm is probably too small.

The other omissions are smaller here. Shear thinning, with a rough activation volume of 0.30 nm³, lowers the viscosity at the silicon near the diagonal by at most 5 % in the same four states; elsewhere in the layer the initial shear is larger and the reduction reaches 7–8 %. A crystal facet reacting 1.7 times more slowly would carry about 363 nm instead of 375 nm when flat. Surface tension of 0.3 N/m gives a speed scale $\gamma/\mu$ equal to 7 % of the final surface speed; it would tend to round the gas surface. With a shear modulus of 30 GPa the elastic relaxation time is 1 s, short beside the initial growth time $x_0/F\simeq2$ min. Dissolved oxidant is about $7\times10^{-4}$ of that bound in an equal volume of oxide, which supports quasi-steady diffusion.

The growth constants are rough values for steam oxidation at 1200 °C, and the viscosity represents oxide softened by hydroxyl; it may be wrong by a factor of ten. At the stated viscosity, the assumption of stress-independent kinetics matters most of those examined: it shifts the concave rate by the 8–25 % and the convex rate by the 4–14 % estimated above. With a tenth of the viscosity the same estimate gives only 1–3 %, while $\gamma/\mu$ rises to about 70 % of the final surface speed, so surface tension could no longer be ignored. With ten times the viscosity and the same velocities, a Newtonian oxide would give an initial diffusion exponent of $-3.5$. Shear thinning would then no longer be small and would lower the pressure, but the uncoupled model would have no predictive value at that corner. Colder, stiffer oxide or a sharper corner leads the same way. Measured oxides, usually grown colder, are thinner than on flat silicon at convex as well as concave corners; this is attributed to stress feedback, so the thicker convex oxide found here belongs to the uncoupled model only. The diffusivity, reaction rate and viscosity must then be updated from the stress and iterated within each step; the level sets and both weak forms can be kept while the elastic relaxation time stays short beside the growth time. Where colder oxide breaks this condition, the flow law must also include elasticity. The numerical output gives the stresses and exponents for both corners.

## Table of computed values

```
Temperature: 1473.15 K; time: 12.0 min
A: 50.0 nm; B: 12000 nm^2/min; beta: 2.2727
K: 242.42 nm/min; H: 24000 nm/min
Initial oxide: 100 nm; corner radius: 400 nm
Viscosity: 3.0e+10 Pa s
Grid spacing, fine/coarse: 30.0 / 37.5 nm
Planar oxide, simulation/formula: 374.58 / 374.53 nm
Planar relative error: 0.013 %
Surface-rise fraction: 0.5600; steps: 11
Pillar oxide, radial ODE: 371.97 nm
Pillar oxide, axis/diagonal: 372.39 / 372.02 nm
Hole oxide, radial ODE: 393.52 nm
Hole oxide, axis/diagonal: 393.35 / 393.85 nm
Annulus surface-speed rms error: 0.10 %
Annulus sigma error: 2.53 %
Annulus pressure error: 1.82 %
Annulus shear error: 1.78 %
Convex recession, flat/corner: 121.4 / 153.9 nm
Convex oxide, flat/corner: 370.3 / 383.7 nm
Convex volume balance: 1.0003; steps: 12
Convex mean distance-gradient error: 0.0006
Convex grid change, oxide/recession: 0.03 / 0.04 %
Convex start normal/pressure/shear: -28.0 / -46.4 / 74.9 MPa
Convex start reaction/diffusion exponents: -0.017 / 0.171
Convex start shear-thinned viscosity factor: 0.951
Convex end normal/pressure/shear: -33.8 / -12.1 / 45.3 MPa
Convex end reaction/diffusion exponents: -0.021 / 0.045
Convex end shear-thinned viscosity factor: 0.982
Concave recession, flat/corner: 119.9 / 90.4 nm
Concave oxide, flat/corner: 381.5 / 369.9 nm
Concave volume balance: 1.0005; steps: 13
Concave mean distance-gradient error: 0.0008
Concave grid change, oxide/recession: 0.02 / 0.04 %
Concave start normal/pressure/shear: -36.2 / 95.8 / 63.5 MPa
Concave start reaction/diffusion exponents: -0.022 / -0.353
Concave start shear-thinned viscosity factor: 0.964
Concave end normal/pressure/shear: -12.1 / 22.8 / 11.1 MPa
Concave end reaction/diffusion exponents: -0.007 / -0.084
Concave end shear-thinned viscosity factor: 0.999
Activation volumes, reaction/diffusion/shear: 0.0125 / 0.075 / 0.30 nm^3
Slower-facet reaction divisor: 1.7
Slower-facet planar oxide: 362.8 nm
Surface tension: 0.3 N/m
Capillary/growth speed scale: 0.071
Shear modulus: 30 GPa
Maxwell relaxation time: 1.00 s
Dissolved/incorporated oxidant: 6.82e-04
```
